Uniform Thermal Strain in an Ellipsoidal Inclusion, Applied to Copper Vias, part 2

A copper inclusion bonded perfectly into a very large block of silicon is cooled, and we want its strain and stress. A via is a metal-filled hole that carries current through a silicon wafer.

The displacement u and strain ε are measured from the freely contracted matrix, and u vanishes far away. Tensile stress is positive, strains are small and both materials are linearly elastic. The free mismatch strain of the inclusion is

β_ij = β δ_ij, β = (α_in − α_out) ΔT,

with expansion coefficients α and ΔT negative on cooling. The matrix has stiffness C. If isotropic, it has Lamé constants λ and μ, bulk modulus κ = λ + 2μ/3 and Poisson's ratio ν. Primes mark the inclusion. The stress is C′(ε − β) inside and Cε outside. The function χ is 1 inside the inclusion and 0 outside.

For an ellipsoid with semi-axes a_i, the interior strain is uniform. A uniform polarization stress τ in a medium of stiffness C, with σ = Cε − τ inside, gives

ε_kl = P_klij τ_ij, P_klij = ½⟨(K⁻¹_ki n_l + K⁻¹_li n_k) n_j⟩.

Here K_ik = C_ijkl n_j n_l, the unit vector n is parallel to m_i/a_i, and ⟨…⟩ averages uniformly over unit vectors m. Unequal stiffnesses are covered by τ = (C − C′)ε + C′β, which gives six linear equations for the strain:

[I − P(C − C′)] ε = P C′β.

For a sphere in an isotropic matrix, a direct radial solution gave the interior strain e δ_ij, with e = 3κ′β/(3κ′ + 4μ).

For equal isotropic stiffnesses, τ_ij = 3κβδ_ij and

ε_kl = [3κβ/(λ+2μ)] ⟨n_k n_l⟩ = β[(1+ν)/(1−ν)] ⟨n_k n_l⟩.

The shape factors N_k = ⟨n_k²⟩ add up to 1. Each is 1/3 for a sphere.

Silicon has C₁₁, C₁₂, C₄₄ = 166, 64, 80 GPa, rough values. The computed results at the end also list an earlier check of the equal-stiffness theorem, for semi-axes 1, 1.5 and 2.5 µm. It compared displacements built from point forces with the theorem's linear field, inside and outside the ellipsoid.

### Back to the sphere, and on to the long round via

For a sphere in an isotropic matrix, a polarization sδ_ij gives the strain sδ_ij/[3(λ+2μ)] = sδ_ij/(3κ+4μ). With s = 3(κ − κ′)e + 3κ′β,

(3κ + 4μ)e = 3(κ − κ′)e + 3κ′β,

and e = 3κ′β/(3κ′+4μ), the formula obtained directly at the start.

The second limit is a long round via of radius a. There n_z → 0, so ε_zz = 0. The radial problem now has u = er inside and u = ea²/r outside. The radial stress is 2(λ′+μ′)e − 3κ′β inside and −2μe at the outer side of the wall. Equating them,

e = 3κ′β/[2(λ′ + μ′ + μ)].

For numbers I take rough typical values: expansion coefficients of 17.0 ppm/K for copper and 2.6 ppm/K for silicon, and for copper a Young modulus of 120 GPa and a Poisson ratio of 0.34. Cooling by 150 K gives

β = (17.0 − 2.6)×10⁻⁶ × (−150) = −2.160×10⁻³.

The copper constants are

μ′ = 120/(2×1.34) = 44.8 GPa,

λ′ = 120×0.34/(1.34×0.32) = 95.1 GPa,

3κ′ = 120/(1 − 0.68) = 375 GPa.

Silicon is replaced for the moment by an isotropic average with μ = (C₁₁ − C₁₂ + 3C₄₄)/5 = 68.4 GPa. Then

e = 375×(−2.160×10⁻³)/[2×(95.1 + 44.8 + 68.4)] = −1.94×10⁻³,

and the radial stress is −2×68.4 GPa × e ≈ 266 MPa. The general equation for ε, evaluated for a spheroid with axis ratio 10⁴, gives the same 266 MPa.

### An ellipse and a square

A round section still has symmetry on its side. I therefore compared the theorem with a direct finite-element solution for a long via of elliptical section, 2:1, with copper inside and anisotropic silicon outside. The cubic axes lay along the axes of the section, β was as above, and the outer edge of the mesh was held fixed at 40 times the section's dimensions. The mean strain in the copper agreed with the theorem to 0.14%. The root-mean-square departure from that mean was 0.04% of its magnitude.

For a square section, with the same materials and type of mesh, the departure was 33%; a mesh refined toward the corners raises this to 34%. The near-uniformity found for the ellipse is therefore not a property of via sections in general. Nor does it come from the numerical method.

### A via 5 µm wide and 50 µm long

Model the via as a spheroid with semi-axes 2.5, 2.5 and 25 µm in anisotropic silicon, with its axis along a cubic axis. Fourfold symmetry makes the two radial strains equal. The six equations give

ε_r = −1.957×10⁻³, ε_z = −0.047×10⁻³.

The mismatch strain β is copper's free contraction in excess of silicon's. Across its width the copper achieves about nine tenths of this excess. Along its length it achieves about 2% of it, because the silicon beside it makes it contract by nearly the same amount as silicon.

The stresses follow from σ = C′(ε − β). With one more digit kept, the sum of the strains is 2×(−1.9573) − 0.0470 ≈ −3.962, in units of 10⁻³. With μ′ and λ′ as above,

σ_r = λ′(−3.962×10⁻³) + 2μ′ε_r − 3κ′β ≈ −377 − 175 + 810 = 258 MPa,

σ_z = λ′(−3.962×10⁻³) + 2μ′ε_z − 3κ′β ≈ −377 − 4 + 810 = 429 MPa.

The axial stress equals 0.00268 eV/Å³. The copper is in tension along all three axes, most strongly along the via.

Plastic flow is governed by the differences between the principal stresses. The von Mises stress is the square root of half the sum of their squared differences. With two equal radial stresses it reduces to |σ_z − σ_r| = 171 MPa.

An infinitely long via in the same anisotropic silicon has σ_r = 252 MPa, σ_z = 431 MPa and a von Mises stress of 179 MPa. Going from an axis ratio of 10 to infinity thus changes the radial stress by about 2% and the axial stress by less than 1%.

### Yield sets the range of cooling

The theorem assumes that copper stays elastic. With a rough yield stress of 200 MPa, and with stress proportional to cooling, the spheroid reaches yield after

150 K × 200/171 ≈ 175 K,

and the long via after 168 K. For more cooling than this the copper flows, and the elastic stresses above may not be scaled up. The margin applies to the interior of the via. It is also sensitive to the rough constants: with a Young modulus of 130 GPa for copper, the von Mises stress of the long via is already 198 MPa at 150 K. Near a free end yield begins earlier. There the axial stress has to be removed over the end face, and just below the rim of a uniformly loaded area the shear stress on the wall tends to 1/π of the load. For equal stiffnesses and a load of 431 MPa this shear alone gives a von Mises stress of √3 × 431/π ≈ 238 MPa, so a thin zone at the wall near each end is past the assumed yield stress at 150 K.

### How much the anisotropy of silicon matters

For the long via, the radial stress is 252 MPa in anisotropic silicon and 266 MPa in the isotropic average, with copper and cooling unchanged. This average overestimates it by 5%. The figure depends on the kind of average. The one used here averages stiffnesses. Averaging compliances instead gives μ = 5(C₁₁ − C₁₂)C₄₄/[4C₄₄ + 3(C₁₁ − C₁₂)] = 65.2 GPa and a radial stress of 257 MPa, which is 2% too high. The remaining estimates use an isotropic matrix. The few percent found here apply to the radial stress inside a single long via. They do not bound the error of those estimates in silicon, which can be larger.

### An oxide liner

A through-silicon via has an insulating liner between copper and silicon, which the single-inclusion theorem leaves out. For a long round via the radial problem can still be solved. Let the liner extend from a to b, with constants λ_o, μ_o, κ_o and mismatch strain β_o relative to silicon. The displacement is er in copper, Br + F/r in the liner and D/r in silicon. Continuity of displacement requires

ea = Ba + F/a, Bb + F/b = D/b,

and continuity of radial stress requires

2(λ′+μ′)e − 3κ′β = 2(λ_o+μ_o)B − 2μ_oF/a² − 3κ_oβ_o,

2(λ_o+μ_o)B − 2μ_oF/b² − 3κ_oβ_o = −2μD/b².

Take a liner 0.2 µm thick outside the 2.5 µm copper radius, with a Young modulus of 70 GPa, a Poisson ratio of 0.17 and an expansion coefficient of 0.5 ppm/K, all rough values for oxide. The radial stress in the copper falls from 266 to 243 MPa, by 8%. The copper then contracts more across its width. The axial stress 2λ′e − 3κ′β falls from 440 to 425 MPa, while the von Mises stress 2μ′|e| rises from 174 to 181 MPa, so the liner brings yield about 7 K earlier. The copper strain stays uniform in this case, but here radial symmetry is the reason.

### Flat ends

A via is closer to a cylinder with flat ends than to a spheroid. Equal isotropic stiffnesses allow a closed formula for its axial strain. For any shape, try u = ∇ψ. Equilibrium becomes (λ+2μ)∇²ψ = 3κβχ, whose decaying solution is

ψ = −[β(1+ν)/(1−ν)] φ/4π, φ(x) = ∫ dV′/|x−x′|,

where the integral covers the inclusion and ∇²φ = −4πχ. The local axial factor is therefore N_z = −∂_z²φ/4π. The sum of the three normal strains is uniform inside any shape at equal isotropic stiffness, but its division among the axes need not be.

For a cylinder of radius a and half-length L, integrate over discs. At a point z on the axis a disc at distance s contributes 2π[√(a²+s²) − |s|], so

φ(z) = 2π ∫ ds [√(a²+s²) − |s|], from s = z−L to s = z+L.

Differentiating twice with respect to the limits, for |z| < L,

N_z(z) = 1 − ½{(L−z)/√[a²+(L−z)²] + (L+z)/√[a²+(L+z)²]}.

With a = 2.5 µm and L = 25 µm this is 0.005 at the centre, 0.054 at 5 µm from an end and 0.50 at the end. The 10:1 spheroid has 0.020 throughout. The flat-ended cylinder thus has no uniform strain. In its middle it resembles the infinitely long via more closely than the spheroid does. This comparison is for a cylinder buried deep in a matrix of equal stiffness. It does not decide which of the two models is better for a via that ends at free surfaces.

### Free surfaces

Both ends of a finished via can lie near a wafer surface, where the axial stress must vanish. To size the effect, cut an infinitely long via at z = 0, again with equal isotropic stiffnesses. Before the cut, σ_zz has a constant value inside the via. Outside it vanishes, because there both ε_zz and the sum of the strains are zero. No shear acts on the plane of the cut. The surface is made free by adding a field that has the opposite σ_zz on the disc and no shear.

In this added field there is no body force. The divergence of the equilibrium equation shows that the sum of the strains is harmonic. The Laplacian of the equation then shows that each displacement component satisfies ∇²∇²u_i = 0, and so does σ_zz. For a component with in-plane wavenumber k, the decaying solution is (A + Bz)e^(−kz). At the surface the shear stresses vanish everywhere, so equilibrium gives

∂_zσ_zz = −∂_xσ_xz − ∂_yσ_yz = 0.

Hence B = kA, and each component decays as (1+kz)e^(−kz).

A uniform disc is built from these components with Bessel functions, because ∫₀^a J₀(kr) r dr = aJ₁(ka)/k. On the axis the removed fraction of the stress is

a ∫₀^∞ J₁(ka)(1+kz)e^(−kz) dk.

Let R = √(a²+z²). The first part follows by integration by parts, using aJ₁(ka) = −dJ₀(ka)/dk and ∫₀^∞ J₀(ka)e^(−kz)dk = 1/R. It equals 1 − z/R. The second part is −z times the derivative of the first with respect to z, which is za²/R³. Together they make

1 − z/R + za²/R³ = 1 − z³/R³.

The fraction of axial stress that remains on the axis is therefore z³/(a²+z²)^(3/2). At a depth of 5 µm, one via diameter, it is 72%. At 25 µm it is 98.5%. In a wafer 50 µm thick both surfaces act at mid-depth. If their influence on each other is neglected, they remove about 3% there.

### Neighbouring vias and changing expansion coefficients

In an isotropic matrix the displacement outside a long round via falls as 1/r, so the radial stress falls as σ_r(a/r)². At a distance of 25 µm from its axis, a single neighbour produces a stress of 266 × (2.5/25)² ≈ 2.7 MPa in the otherwise undisturbed matrix. It is tensile along the line from the neighbour's axis and compressive, with the same magnitude, across that line. This is 1% of the radial stress in the via. In silicon the stress also depends on how that line is oriented relative to the crystal axes, so the figure gives only the order of magnitude of the neighbour's influence.

Above room temperature the expansion coefficients of copper and silicon grow with temperature. Suppose the mean coefficient over the cooling range is higher by 0.4 ppm/K for silicon or by 0.5 ppm/K for copper. With everything else fixed, stress is proportional to the mismatch of 14.4 ppm/K. The first change lowers it by 2.8%, the second raises it by 3.5%. Together they raise it by 0.7%, but how far they cancel depends on the two increases assumed here.

### What carries over to a real via

The width and depth used here lie in the range of real copper vias, and the material constants are rough typical values. At mid-depth and for 150 K of cooling, the model puts the stress in the copper at about 250 MPa radially and 430 MPa axially. Of the corrections sized for this depth, the liner is the largest, with 8% on the radial stress. Near the surface the free end matters far more: the axial stress drops to zero there. The assumption of elasticity fails for larger cooling steps. A cooling step of 300 K would give an elastic von Mises stress of about 340 MPa in the spheroid, well above the assumed yield stress, so the stress in such a via has to come from a model with plastic flow. The model also treats copper as isotropic, although copper crystals are strongly anisotropic and the grains in a via can be comparable to its width. For a long via filled by one crystal (C₁₁, C₁₂, C₄₄ ≈ 168, 121, 75 GPa), the six equations give an axial stress of about 370 MPa and a von Mises stress of about 100 MPa with [001] along the via, and about 540 and 300 MPa with [111] along it. Grain orientation can therefore outweigh all the corrections sized above. Slow creep and defects at the interface are also left out, and I have not sized them. The numerical output gives the values to more digits than these uncertainties justify for a device.

Computed results

```
Via radius, half-length: 2.5, 25.0 um
Cooling: 150 K
Expansion Cu, Si, oxide: 17.0, 2.6, 0.5 ppm/K
Cu Young modulus: 120 GPa; Poisson ratio: 0.34
Si C11, C12, C44: 166, 64, 80 GPa
Averaged Si shear modulus: 68.4 GPa; Poisson: 0.2169
Mismatch strain beta: -2.160 e-3
Spheroid radial strain: -1.9573 e-3
Spheroid axial strain: -0.0470 e-3
Spheroid radial stress: 257.8 MPa
Spheroid axial stress: 428.8 MPa
Same axial stress: 0.002677 eV/A^3
Spheroid von Mises stress: 171.1 MPa
Long-via radial strain: -1.9928 e-3
Long-via radial stress: 252.3 MPa
Long-via axial stress: 430.8 MPa
Long-via von Mises stress: 178.5 MPa
Rough Cu yield stress: 200 MPa
Cooling to yield, spheroid: 175 K
Cooling to yield, long via: 168 K
Long via, averaged Si, radial stress: 265.9 MPa
Oxide modulus, Poisson: 70 GPa, 0.17
Oxide liner thickness: 0.2 um
Radial stress with liner, averaged Si: 243.4 MPa
Spheroid axial shape factor: 0.02029 (no unit)
Cylinder factor at centre: 0.00496 (no unit)
Cylinder factor 5 um from end: 0.05356 (no unit)
Cylinder factor at end: 0.50062 (no unit)
Axial stress left 5 um below surface: 71.6 %
Axial stress left 25 um below surface: 98.5 %
Neighbour distance: 25 um
Neighbour radial stress, averaged Si: 2.66 MPa
Assumed mean expansion rise Si, Cu: 0.4, 0.5 ppm/K
Stress change from Si rise alone: -2.8 %
Stress change from Cu rise alone: 3.5 %
Point-force balance error: 6.5e-08 (no unit)
Interior displacement error: 5.2e-11 (relative)
Exterior departure from linear field: 90.3 %
Finite-element mean strain error, ellipse: 0.139 %
Finite-element strain spread, ellipse: 0.042 %
Finite-element strain spread, square: 33.22 %
```
